# Dark-State Transfer and Pulse-Wing Leakage in STIRAP with Gaussian Pulses

**Q:** I want to move population from state $|1\rangle$ to state $|3\rangle$ through an excited state $|2\rangle$ that decays. In stimulated Raman adiabatic passage, STIRAP, I am told to switch on the Stokes field first. That field couples $|2\rangle$ and $|3\rangle$, which are both empty. How can this help?

**A:** It prepares the interference that keeps $|2\rangle$ nearly empty when the pump arrives. Let the pump couple 1–2 with Rabi frequency $\Omega_p$ and the Stokes field couple 2–3 with $\Omega_s$. Both are real and resonant. In the rotating frame, with the rotating-wave approximation,

$$\frac{H}{\hbar}=\frac12\left(\Omega_p|1\rangle\langle2|+\Omega_s|3\rangle\langle2|+\text{h.c.}\right).$$

A superposition $c_1|1\rangle+c_3|3\rangle$ drives $|2\rangle$ with amplitude $(\Omega_pc_1+\Omega_sc_3)/2$. The two paths cancel for

$$|D\rangle=\cos\theta|1\rangle-\sin\theta|3\rangle,\qquad \tan\theta=\frac{\Omega_p}{\Omega_s}.$$

Indeed $\Omega_p\cos\theta-\Omega_s\sin\theta=0$, so $H|D\rangle=0$. This dark state contains no $|2\rangle$. With Stokes alone, $\theta=0$ and $|D\rangle=|1\rangle$. With pump alone, $\theta=\pi/2$ and $|D\rangle=-|3\rangle$. If Stokes comes first and pump last, the dark state itself turns from the initial state into the target. The minus sign is a phase and does not affect the population.

A detuning of $|2\rangle$ adds a term proportional to $|2\rangle\langle2|$, which vanishes on $|D\rangle$. A detuning of $|3\rangle$ from two-photon resonance acts on the $|3\rangle$ part and spoils the dark state. I keep both detunings zero below.

**Q:** What happens if I use the order that looks natural, pump first?

**A:** The state orthogonal to $|D\rangle$ within the pair 1, 3 is the bright state

$$|B\rangle=\sin\theta|1\rangle+\cos\theta|3\rangle.$$

Put $\Omega=\sqrt{\Omega_p^2+\Omega_s^2}$, so that $\Omega_p=\Omega\sin\theta$ and $\Omega_s=\Omega\cos\theta$. Then $H|B\rangle=(\hbar\Omega/2)|2\rangle$ and $H|2\rangle=(\hbar\Omega/2)|B\rangle$. With pump first, $\theta$ starts at $\pi/2$, so $|1\rangle$ is the bright state. If the turning of the states is slow enough to neglect, the bright amplitude ends as $\cos\Phi$ and that of $|2\rangle$ as $-i\sin\Phi$, where

$$\Phi=\frac12\int_{-\infty}^{\infty}\Omega\,dt.$$

At the end $\theta=0$ and $|B\rangle=|3\rangle$, so without decay $P_3\simeq\cos^2\Phi$. Transfer is possible, but it depends on the pulse area and fills $|2\rangle$ on the way.

**Q:** Let me fix pulses. Both are Gaussians of the same height and width.

**A:** Take

$$\Omega_p=\Omega_0e^{-(t-\tau/2)^2/T^2},\qquad \Omega_s=\Omega_0e^{-(t+\tau/2)^2/T^2}.$$

Positive $\tau$ means Stokes first. Each pulse has area $A=\int\Omega_p\,dt=\sqrt\pi\,\Omega_0T$. Subtracting the exponents gives $\tan\theta=e^u$ with $u=2\tau t/T^2$. Differentiation gives $\dot\theta\sec^2\theta=\dot u e^u$, and since $\sec^2\theta=1+e^{2u}$,

$$\dot\theta=\frac{\dot u}{2\cosh u}=\frac{\tau}{T^2}\,\mathrm{sech}\frac{2\tau t}{T^2}.$$

For a model emitter choose $T=\tau=100$ ns, $A=50$ rad, and a decay rate $\gamma=3\times10^7\ \mathrm{s^{-1}}$ from $|2\rangle$ to states outside the three. Then $\gamma T=3$ and $\Omega_0T=50/\sqrt\pi=28.21$, or $\Omega_0/2\pi=44.9$ MHz.

Integrating the Schrödinger equation with decay leaves 98.35% in $|3\rangle$ for Stokes first; 1.59% is lost and 0.05% remains in $|1\rangle$. For pump first, 99.8% is lost. Without decay, the largest population of $|2\rangle$ is 0.0080 in the first order and 0.9999 in the second.

**Q:** The output gives the same population left in $|1\rangle$, 0.000538, for both orders. Is that an accident?

**A:** No. Swapping the order is the same as replacing $H(t)$ by $H(-t)$. The evolution operator is a product of short steps $e^{-iH\,dt/\hbar}$, later ones to the left. $H$ is a symmetric matrix, even with the decay term $-i\hbar\gamma/2$ on $|2\rangle$. Transposing the product therefore reverses the order of the steps and changes nothing else. Transposition leaves diagonal elements unchanged, so the amplitude for $|1\rangle\to|1\rangle$ is the same for both orders. The other final populations are free to differ.

**Q:** With Stokes first the loss is small but not zero. Where does the excited population come from?

**A:** From the turning of the dark state. Write $\psi=d|D\rangle+b|B\rangle+c|2\rangle$. The definitions give $|\dot D\rangle=-\dot\theta|B\rangle$ and $|\dot B\rangle=\dot\theta|D\rangle$. Projecting the Schrödinger equation on each state gives

$$\dot d=-\dot\theta b,\qquad \dot b=\dot\theta d-\frac{i\Omega}{2}c,\qquad \dot c=-\frac{i\Omega}{2}b-\frac\gamma2c.$$

When $\Omega$ is large compared with the rate of turning, $\dot b$ is small and the two terms in the second equation nearly balance:

$$c\simeq-\frac{2i\dot\theta}{\Omega}d,\qquad P_2\simeq\frac{4\dot\theta^2}{\Omega^2}.$$

The third equation gives $b=(2i/\Omega)(\dot c+\gamma c/2)$. For $\tau$ of order $T$, or at constant $\Omega$, both parts change at a rate of order $\tau/T^2$. For Gaussian pulses with a much shorter delay, the change of $\Omega$ sets a faster rate, which should replace $\tau/T^2$ in the estimates below. The $\dot c$ part therefore contributes to $\dot b$ a term smaller than $\dot\theta d$ by a factor of order $(\tau/T^2)^2/\Omega^2$. The decay part is $i\gamma c/\Omega=2\gamma\dot\theta d/\Omega^2$, and its contribution to $\dot b$ is smaller than $\dot\theta d$ by a factor of order $\gamma\tau/(T^2\Omega^2)$. Hence neglecting $\dot b$ also requires $\gamma\tau/T^2\ll\Omega^2$. At $t=0$ in the example, $\dot\theta=1/T$ and $\Omega T=31.07$, so $P_2\simeq4/31.07^2=0.0041$.

The total population in the three states falls at the rate $\gamma P_2$. Suppose for a moment that $\Omega$ were constant while $\theta(t)$ stayed the same. Using $\int\mathrm{sech}^2(2\tau t/T^2)\,dt=T^2/\tau$, the weak loss would be

$$\gamma\int\frac{4\dot\theta^2}{\Omega^2}dt=\frac{4\gamma}{\Omega^2}\frac{\tau^2}{T^4}\frac{T^2}{\tau}=\frac{4\gamma\tau}{\Omega^2T^2}.$$

For $\tau=T$, $\gamma T=3$ and $\Omega T=60$ this is $12/3600=0.00333$, and the integrated equation agrees.

For the Gaussians the same integral diverges. At large $|t|$, $\dot\theta$ falls exponentially but $\Omega$ falls as a Gaussian, so $\dot\theta/\Omega$ grows without limit. The true loss is finite; the divergence says that the state cannot follow $|D\rangle$ in the outer wings.

**Q:** Then switch off decay. Does the population missing from $|3\rangle$ still become exponentially small with pulse area?

**A:** It would at constant $\Omega$. That case can be solved, and it isolates the effect of the wings. With $\gamma=0$, put $c=-iy$ and $w=\Omega/2$:

$$\dot d=-\dot\theta b,\qquad \dot b=\dot\theta d-wy,\qquad \dot y=wb.$$

These are the equations of the Bloch vector $(S_x,S_y,S_z)=(y,-b,d)$ of a two-level system with Hamiltonian $\hbar(w\sigma_z+\dot\theta\sigma_x)/2$. Remove the $w$ term by phases. The two amplitudes then obey

$$i\dot\alpha=\frac{\dot\theta}{2}e^{iwt}\beta,\qquad i\dot\beta=\frac{\dot\theta}{2}e^{-iwt}\alpha.$$

Eliminating $\beta$ gives

$$\ddot\alpha-\left(iw+\frac{\ddot\theta}{\dot\theta}\right)\dot\alpha+\frac{\dot\theta^2}{4}\alpha=0.$$

Let $a=2\tau/T^2$ and $z=(1+\tanh at)/2$. Then $\dot z=2az(1-z)$, $\dot\theta^2=a^2z(1-z)$ and $\ddot\theta/\dot\theta=a(1-2z)$. Substituting and dividing by $2a\dot z$,

$$z(1-z)\alpha_{zz}+\left(\frac12-i\nu-z\right)\alpha_z+\frac{\alpha}{16}=0,\qquad \nu=\frac{w}{2a}=\frac{\Omega T^2}{8\tau}.$$

This is the hypergeometric equation. The start $\alpha=1$, $\beta=0$ selects $\alpha={}_2F_1(\tfrac14,-\tfrac14;C;z)$, with $C=\tfrac12-i\nu$; the second solution, $\propto z^{1-C}$, would give nonzero $\beta$ at $z=0$. Gauss's value at $z=1$ is

$$\alpha=\frac{\Gamma(C)^2}{\Gamma(C-\frac14)\Gamma(C+\frac14)}.$$

Here $\Gamma(\cdot)$ is the gamma function. Its reflection formula gives $|\Gamma(\tfrac12-i\nu)|^2=\pi/\cosh\pi\nu$ and

$$|\Gamma(\tfrac14-i\nu)\Gamma(\tfrac34-i\nu)|^2=\frac{\pi^2}{\frac12+\sinh^2\pi\nu}.$$

Therefore $|\alpha|^2=1-\tfrac12\mathrm{sech}^2\pi\nu$. The final dark amplitude is $d=|\alpha|^2-|\beta|^2=2|\alpha|^2-1=\tanh^2\pi\nu$, and the leakage $L=1-P_3$ is

$$L=1-\tanh^4\frac{\pi\Omega T^2}{8\tau}.$$

For large argument it falls as $8e^{-\pi\Omega T^2/(4\tau)}$. At $\Omega T=31.07$, the Gaussian midpoint value, it would be $2\times10^{-10}$. The Gaussian pulses with the same $\theta(t)$ leak about $10^{-3}$. The weak coupling in the wings makes the difference.

**Q:** Can you calculate that larger leakage?

**A:** To first order, yes. For small leakage set $d=1$ in the equation for $b$, with $\gamma=0$. The combinations $f_\pm=b\pm c$ obey

$$\dot f_\pm=\dot\theta\mp\frac{i\Omega}{2}f_\pm.$$

With $\varphi(t)=\frac12\int_0^t\Omega\,dt'$, multiplying by $e^{\pm i\varphi}$ and integrating gives final magnitudes $|f_\pm|=|\int\dot\theta e^{\pm i\varphi}dt|$. The leakage is $|b|^2+|c|^2=(|f_+|^2+|f_-|^2)/2$. Because $\dot\theta$ is even and $\varphi$ is odd,

$$L\simeq I^2,\qquad I=\int_{-\infty}^{\infty}\dot\theta\cos\varphi\,dt=2\,\mathrm{Re}\int_0^\infty\dot\theta e^{i\varphi}dt.$$

In the middle the phase runs fast and the contributions cancel. In the late wing, define the phase still to come, $r=\frac12\int_t^\infty\Omega\,dt'$, so $\varphi=\Phi/2-r$. There the pump dominates, and

$$r\simeq\frac{\Omega_0}{2}\int_t^\infty e^{-(t'-\tau/2)^2/T^2}dt'=\frac A4\,\mathrm{erfc}\,x,\qquad x=\frac{t-\tau/2}{T}.$$

The angle still to turn is $\delta=\pi/2-\theta=\arctan e^{-u}\simeq e^{-u}$. Substituting $t=\tau/2+xT$,

$$\delta\simeq\exp\left[-\frac{2\tau}{T}x-\frac{\tau^2}{T^2}\right].$$

Following ends when $r$ is about 1, since too little coupling then remains to guide the state. Call that point $x_1$, with $\mathrm{erfc}\,x_1=4/A$, and the angle there $\delta_1$. The leakage should be of order $\delta_1^2$.

**Q:** "Of order" will not tell me how much area to buy. What is the coefficient?

**A:** Since $\dot\theta\,dt=-d\delta$ and $r$ decreases with time,

$$I\simeq2\,\mathrm{Re}\left[e^{i\Phi/2}\int_0^\infty\frac{d\delta}{dr}e^{-ir}dr\right].$$

The true upper limit is $\Phi/2$, at $t=0$. Endpoint terms there come from cutting a smooth integral in two, and they cancel between the halves. I therefore extend the limit with a vanishing damping factor. This drops the contribution of the middle, which I take to be negligible at large area, as at constant coupling.

Near $r=1$, approximate $\delta=\delta_1r^s$. Let $g=-d\ln r/dx=2e^{-x_1^2}/(\sqrt\pi\,\mathrm{erfc}\,x_1)$. Then

$$s=\frac{d\ln\delta}{d\ln r}=\frac{2\tau}{Tg},\qquad \int_0^\infty sr^{s-1}e^{-ir}dr=\Gamma(1+s)e^{-i\pi s/2}\equiv F(s).$$

A plot of $\ln\delta$ against $\ln r$ is slightly curved. From $dg/dx=g(g-2x)$, its second derivative at $r=1$ is

$$\kappa=\frac{ds}{d\ln r}=-\frac1g\frac{ds}{dx}=\frac{s(g-2x_1)}{g}.$$

To first order in $\kappa$, $\delta\simeq\delta_1r^s[1+\tfrac12\kappa(\ln r)^2]$. Each $\ln r$ is a derivative of $r^s$ with respect to $s$, so $F$ becomes $F+\tfrac12\kappa F''$. With $\psi=(\ln\Gamma)'$,

$$F''=F\left\{\left[\psi(1+s)-\frac{i\pi}{2}\right]^2+\psi'(1+s)\right\}.$$

The wing law is

$$L\simeq\left\{\mathrm{Re}\left[e^{i\Phi/2}M\right]\right\}^2,\qquad M=2\delta_1\left(F+\frac{\kappa}{2}F''\right).$$

The late wing contributes $\tfrac12Me^{i\Phi/2}$ to $I$ and the early wing its complex conjugate. Their interference makes $L$ oscillate with area under the envelope $|M|^2$.

**Q:** Put in the numbers for my area of 50.

**A:** Here $\mathrm{erfc}\,x_1=4/50=0.08$, so $x_1=1.238$ and

$$\delta_1=e^{-2(1.238)-1}=0.0309\ \text{rad}.$$

Also $s=0.656$ and $\kappa=0.123$, and the envelope is $|M|^2=0.00252$. At exactly 50 rad the law gives $L=0.00193$, while the integrated equation gives 0.00175. At 51.75 rad the latter gives only 0.00020, because the two wings nearly cancel. Over the five areas sampled from 50 to 57 rad, the law differs from the integration by at most about 7% of the envelope.

The same estimate suggests why the largest $P_2$, 0.0080, exceeds the midpoint value 0.0041. The early wing leaves an oscillating amplitude of about $|M|/2=0.025$. Added in phase to the following amplitude $2/31.07=0.064$, it gives $0.089^2\simeq0.008$. The integrated solution confirms this: at the maximum, the amplitude of $|2\rangle$ consists of 0.0636 from following and a remainder of 0.0256 with the same sign.

**Q:** I cannot rely on hitting a fringe minimum. What do I gain on average from more area?

**A:** The fringe mean is $|M|^2/2$. For the numerical mean I combine leakages at $A-h$, $A$ and $A+h$ with weights $\frac14,\frac12,\frac14$. The shift $h$ changes $\Phi$ by $\pi$, which reverses the interference term. For $\tau=T$:

| $A$ (rad) | integrated mean | wing law |
|---:|---:|---:|
| 25 | 0.00268 | 0.00313 |
| 50 | 0.00120 | 0.00126 |
| 100 | 0.000544 | 0.000559 |
| 1000 | 0.0000578 | 0.0000582 |

The law is 5% above the integrated value at 50 rad and 0.6% above at 1000. At 25 rad it is 17% above the three-point value. There one fringe spans about a third of the area, and the mean depends on how the average is taken: a least-squares fit over one and a half fringes gives about 0.0021 instead of 0.0027. For $\tau=T$, I would use it from about 50 rad upward.

The condition $\mathrm{erfc}\,x_1=4/A$ gives $dx_1/d\ln A=1/g$. Hence $d\ln\delta_1/d\ln A=-2\tau/(Tg)=-s$, and locally $L\propto A^{-2s}$, apart from the slow change of $F$ and its correction. Between 500 and 1000 rad the measured exponent is 0.90, compared with $2s=0.92$ midway. Between 50 and 100 rad it is 1.14.

For very large $A$, $\mathrm{erfc}\,x_1\simeq e^{-x_1^2}/(\sqrt\pi x_1)$ gives $x_1\simeq\sqrt{\ln A}$ and $g\simeq2x_1$. Thus $s\simeq\tau/(Tx_1)$ tends to zero. To leading order in the exponent,

$$L_{\text{envelope}}\sim\exp\left[-\frac{4\tau}{T}\sqrt{\ln A}\right].$$

This eventually falls more slowly than any fixed inverse power of $A$. Extra area moves the point of failure outward, but a Gaussian wing makes each further step expensive.

**Q:** Should I then increase the delay instead?

**A:** Within limits. At $A=100$ rad, the mean leakage is 0.0037 for $\tau=0.8T$ and 0.00054 for $\tau=T$. A longer delay leaves less angle to turn when the coupling becomes weak. But the coupling at the midpoint is $\Omega(0)=\sqrt2\,\Omega_0e^{-\tau^2/(4T^2)}$, while $\dot\theta(0)=\tau/T^2$. If the delay is too long, following fails in the middle, which the wing law omits. At zero delay $\theta$ stays at $\pi/4$, and the dark state never turns into the target.

The law also assumes that the Gaussian shape continues until the remaining phase is far below 1. Pulses cut off earlier, or with other wings, need their own calculation.

**Q:** And with decay restored, is this $L$ the loss I will see?

**A:** No. $L$ is the failure to reach $|3\rangle$ when $\gamma=0$. Decay adds emission during the turning and damps the bright amplitude between the wings. In the example the lost fraction is 1.59% at 50 rad and 0.43% at 100 rad, both above the mean lossless leakage. Those values come from integrating the equations with decay, as the numerical check does. Stokes first makes the transfer lossless in the adiabatic limit; at finite area some loss remains. The examples at 50 and 100 rad combine nearly complete transfer with little loss because, through most of the turning, $\Omega$ far exceeds $\dot\theta$ and $\Omega^2\gg\gamma\tau/T^2$.

## Values computed for the example and the checks

```
Pulse width T = delay: 100 ns
Decay rate: 3.0e+07 s^-1; decay rate times T: 3.00
Area of each pulse: 50 rad; Omega0*T: 28.209
Omega0/(2 pi): 44.90 MHz
Total Rabi frequency times T at t=0: 31.070
Adiabatic estimate of P2 at t=0: 0.00414
No decay, Stokes first: largest P2 0.00797
No decay, Stokes first: least dark overlap 0.99203
No decay, pump first: largest P2 0.9999
Phase Phi per unit area: 0.81702
Pump first, no decay: area (rad), P3, cos^2(Phi)
    50 0.9979 0.9999
    51 0.4241 0.4582
    52 0.0114 0.0054
With decay: order, area (rad), P1, P3, lost fraction
  Stokes first, 50: 0.000538 0.983513 0.015949
  Stokes first, 100: 0.000241 0.995438 0.004321
  pump first, 50: 0.000538 0.001432 0.998029
Constant coupling: Omega*T, leakage, exact formula
    4 2.924357e-01 2.924357e-01
    8 1.482852e-02 1.482852e-02
   12 6.453876e-04 6.453878e-04
Constant-coupling leakage at the Gaussian midpoint coupling: 2.02e-10
Constant coupling Omega*T=60: lost 0.003335, formula 0.003333
Fringe: area (rad), leakage, first-order integral, wing law
  50.00 0.001745 0.001783 0.001928
  51.75 0.000202 0.000224 0.000269
  53.50 0.000368 0.000342 0.000323
  55.25 0.001759 0.001735 0.001782
  57.00 0.001883 0.001902 0.002013
Wing at area 50: x1 1.2379, delta1 0.03094 rad
Wing at area 50: s 0.6564, kappa 0.1230
Wing at area 50: leakage envelope 0.002524
Fringe mean: area (rad), leakage, wing law, local exponent 2s
    25 2.6837e-03 3.1271e-03 1.522
    50 1.2004e-03 1.2622e-03 1.313
   100 5.4441e-04 5.5864e-04 1.168
   200 2.6176e-04 2.6579e-04 1.061
   500 1.0771e-04 1.0861e-04 0.955
  1000 5.7844e-05 5.8164e-05 0.892
Measured exponent, areas 50 to 100: 1.141
Measured exponent, areas 500 to 1000: 0.897; 2s midway: 0.922
Delay 0.8 T, area 100: mean leakage 3.6839e-03, wing law 3.7481e-03
```
